# Fitting Film Permittivity with Nonnegative B-Splines and Analytic Kramers–Kronig Transforms: verification in Python

```python
"""
Causal B-spline dielectric function of a film, fitted to ellipsometric data.

Result under test: if eps2(E) = sum_j c_j B_j(E) for E > 0 (cubic B-splines,
simple positive knots t), then eps(z) = 1 + sum_j c_j phi_j(z), where
  phi_j(z) = (1/pi) (t_last - t_first) [t_first..t_last] g(t),
  g(t) = (t-z)^3 ln(t-z) + (t+z)^3 ln(t+z),
and [..] is a divided difference. Real energies are limits from above.
With c_j >= 0 the film is passive, and c and the thickness d can be fitted to
rho = r_p/r_s by damped Gauss-Newton steps with nonnegative least squares.
Energies are in eV, lengths in nm; time dependence is exp(-i omega t).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.interpolate import BSpline
from scipy.optimize import nnls

HBARC = const.hbar * const.c / const.e * 1e9      # eV nm
ANGLE = np.deg2rad(65.0)
EPS_SUB = 2.25


# ---------- spline transforms ----------
def cube_log(u):
    """u^3 ln(u), with negative real u taken just below the real axis."""
    u = np.asarray(u, dtype=complex)
    safe = np.where(u == 0, 1.0, u)
    on_cut = (u.imag == 0) & (u.real < 0)
    log_u = np.where(on_cut, np.log(np.abs(safe)) - 1j * np.pi, np.log(safe))
    return u**3 * log_u


def difference_weights(t):
    return [(t[-1] - t[0]) / np.prod([t[i] - t[m] for m in range(5) if m != i])
            for i in range(5)]


def phi(t, z):
    z = np.asarray(z)
    total = 0
    for ti, wi in zip(t, difference_weights(t)):
        total = total + wi * (cube_log(ti - z) + cube_log(ti + z))
    return total / np.pi


def phi_matrix(knots, z):
    return np.column_stack([phi(knots[j:j + 5], z)
                            for j in range(len(knots) - 4)])


def basis_value(t, x):
    return np.nan_to_num(BSpline.basis_element(t, extrapolate=False)(x))


test_knots = np.array([2.0, 2.3, 2.9, 3.2, 4.0])
test_energies = np.array([1.0, 2.5, 2.9, 3.7, 6.0])
direct = []
for energy in test_energies:
    value = quad(lambda x: float(basis_value(test_knots, x)) * 2*x/(x + energy),
                 test_knots[0], test_knots[-1], weight='cauchy', wvar=energy,
                 epsabs=1e-10, epsrel=1e-10, limit=200)[0] / np.pi
    direct.append(value)
direct = np.array(direct)
closed = phi(test_knots, test_energies)
transform_error = np.max(np.abs(closed.real - direct))
assert transform_error < 1e-7
assert np.allclose(closed.imag, basis_value(test_knots, test_energies), atol=1e-10)

# Same transform off the real axis, directly from the defining integral.
z_test = 2.7 + 0.4j
parts = [quad(lambda x: part(float(basis_value(test_knots, x))
                             * 2*x / (x*x - z_test**2)),
              2.0, 4.0, points=list(test_knots[1:-1]))[0] / np.pi
         for part in (np.real, np.imag)]
assert abs(phi(test_knots, z_test) - (parts[0] + 1j*parts[1])) < 1e-8

# First moment, remote limit, and loss of digits in double precision.
moment = (test_knots[-1] - test_knots[0]) / 4 * np.mean(test_knots)
moment_direct = quad(lambda x: x * float(basis_value(test_knots, x)), 2.0, 4.0,
                     points=list(test_knots[1:-1]))[0]
assert abs(moment - moment_direct) < 1e-9
mp.mp.dps = 60


def phi_real_precise(t, energy):
    t = [mp.mpf(float(v)) for v in t]
    energy = mp.mpf(energy)
    total = mp.mpf(0)
    for i in range(5):
        weight = t[-1] - t[0]
        for m in range(5):
            if m != i:
                weight /= t[i] - t[m]
        total += weight * ((t[i]-energy)**3 * mp.log(abs(t[i]-energy))
                           + (t[i]+energy)**3 * mp.log(t[i]+energy))
    return total / mp.pi


remote = float(phi_real_precise(test_knots, 10000) * 10000**2)
assert abs(remote / (-2 * moment / np.pi) - 1) < 1e-5
precise_100 = float(phi_real_precise(test_knots, 100))
digit_loss = abs(float(phi(test_knots, 100.0).real) / precise_100 - 1)

# A nonnegative spline can have a negative coefficient.
uniform = np.arange(7.0)
fine = np.linspace(0, 6, 2001)
mixed = sum(a * basis_value(uniform[j:j + 5], fine)
            for j, a in enumerate((1.0, -0.2, 1.0)))
assert mixed.min() > -1e-12


# ---------- film optics ----------
def admittances(eps):
    s2 = np.sin(ANGLE)**2
    q = (np.cos(ANGLE), np.sqrt(eps - s2 + 0j), np.sqrt(EPS_SUB - s2))
    return q, (q[0], q[1] / eps, q[2] / EPS_SUB)


def rho_film(energy, eps, d):
    ys, yp = admittances(eps)
    round_trip = np.exp(2j * energy * d * ys[1] / HBARC)
    result = []
    for y in (ys, yp):
        r01 = (y[0] - y[1]) / (y[0] + y[1])
        r12 = (y[1] - y[2]) / (y[1] + y[2])
        result.append((r01 + r12*round_trip) / (1 + r01*r12*round_trip))
    return result[1] / result[0]


def rho_slope(energy, eps, d, step=1e-5):
    return (rho_film(energy, eps + step, d)
            - rho_film(energy, eps - step, d)) / (2 * step)


# Independent reflection ratio from the four boundary conditions.
ys, yp = admittances(5 + 2j)
p = np.exp(1j * 3.0 * 30.0 * ys[1] / HBARC)
matched = []
for y in (ys, yp):
    system = np.array([[1, -1, -1, 0], [-y[0], -y[1], y[1], 0],
                       [0, p, 1/p, -1], [0, y[1]*p, -y[1]/p, -y[2]]])
    matched.append(np.linalg.solve(system, np.array([-1, -y[0], 0, 0]))[0])
assert abs(matched[1]/matched[0] - rho_film(3.0, 5 + 2j, 30.0)) < 1e-11
assert abs(rho_slope(3.0, 5 + 2j, 30.0)
           - rho_slope(3.0, 5 + 2j, 30.0, 1e-5j)) < 1e-8


# ---------- model film and synthetic data ----------
GAP = 2.0
TERMS = ((40.0, 4.0, 1.5), (40.0, 9.0, 3.0))      # strength, centre, width
D_TRUE = 30.0
SIGMA = 5e-4


def true_eps2(x):
    x = np.asarray(x, dtype=float)
    above = np.maximum(x - GAP, 0.0)
    return sum(a*e0*w*above**2 / (((x*x - e0*e0)**2 + (w*x)**2)
                                  * np.maximum(x, GAP)) for a, e0, w in TERMS)


def true_eps1(energy):
    near = quad(lambda x: float(true_eps2(x)) * 2*x/(x + energy), 0, 30,
                weight='cauchy', wvar=energy, epsabs=1e-8, epsrel=1e-8,
                limit=200)[0]
    far = quad(lambda x: float(true_eps2(x)) * 2*x/(x*x - energy**2),
               30, np.inf)[0]
    return 1 + (near + far) / np.pi


energies = np.linspace(1.0, 6.0, 101)
eps_true = np.array([true_eps1(e) for e in energies]) + 1j*true_eps2(energies)
rng = np.random.default_rng(7)
noise = rng.normal(size=101) + 1j * rng.normal(size=101)
data = rho_film(energies, eps_true, D_TRUE) + SIGMA * noise


# ---------- constrained fit ----------
def residual_of(matrix, c, d):
    diff = (rho_film(energies, 1 + matrix @ c, d) - data) / SIGMA
    return np.concatenate([diff.real, diff.imag])


def jacobian_of(matrix, c, d, free_d):
    eps = 1 + matrix @ c
    jac = rho_slope(energies, eps, d)[:, None] * matrix
    if free_d:
        slope_d = (rho_film(energies, eps, d + 1e-4)
                   - rho_film(energies, eps, d - 1e-4)) / 2e-4
        jac = np.column_stack([jac, slope_d])
    return np.vstack([jac.real, jac.imag]) / SIGMA


def fit_film(matrix, d_start, free_d=True):
    n = matrix.shape[1]
    x = np.full(n, 2.0)
    if free_d:
        x = np.append(x, d_start)

    def thickness(v):
        return v[-1] if free_d else d_start

    damping = 1e-2
    res = residual_of(matrix, x[:n], thickness(x))
    for iteration in range(200):
        jac = jacobian_of(matrix, x[:n], thickness(x), free_d)
        scale = np.linalg.norm(jac, axis=0)
        grad = (jac.T @ res) / (scale * np.linalg.norm(res))
        violation = np.max(np.where(x > 0, np.abs(grad), np.maximum(-grad, 0)))
        if violation < 1e-6 or damping > 1e10:
            break
        root = np.sqrt(damping)
        lhs = np.vstack([jac / scale, root * np.eye(len(x))])
        rhs = np.concatenate([jac @ x - res, root * scale * x])
        trial = nnls(lhs, rhs, maxiter=100 * len(x))[0] / scale
        new_res = residual_of(matrix, trial[:n], thickness(trial))
        if new_res @ new_res < res @ res:
            x, res = trial, new_res
            damping = max(0.2 * damping, 1e-8)
        else:
            damping *= 5
    return {'c': x[:n], 'd': thickness(x), 'chi2': res @ res,
            'violation': violation, 'iterations': iteration,
            'jac': jac, 'x': x}


knots = np.concatenate([np.arange(1.5, 7.01, 0.25),
                        [8.0, 9.5, 11.5, 14.0, 17.0, 21.0]])
basis = phi_matrix(knots, energies)
starts = (25.0, 35.0)
fits = [fit_film(basis, s) for s in starts]
best = min(fits, key=lambda f: f['chi2'])
eps_fit = 1 + basis @ best['c']
n_data, n_par = 2 * len(energies), len(best['x'])
reduced = best['chi2'] / (n_data - n_par)
rms_error = np.sqrt(np.mean(np.abs(eps_fit - eps_true)**2))
max_error = np.max(np.abs(eps_fit - eps_true))
free = best['x'] > 0
jac_free = best['jac'][:, free]
norms = np.linalg.norm(jac_free, axis=0)
inverse = np.linalg.pinv(jac_free / norms)
d_error = np.linalg.norm(inverse[-1]) / norms[-1]
condition = np.linalg.cond(jac_free / norms)

assert best['violation'] < 1e-3
assert np.all(best['c'] >= 0)
assert 0.6 < reduced < 1.5
assert abs(best['d'] - D_TRUE) < 0.6
assert rms_error < 0.1

# Passivity of the fitted function in the first quadrant.
quadrant = np.array([a + 1j*b for a in (0.5, 2.0, 5.0, 9.0)
                     for b in (0.1, 1.0, 4.0)])
assert np.min((phi_matrix(knots, quadrant) @ best['c']).imag) > 0

# Wrong thickness, and no absorption allowed beyond the near-window knots.
wrong = {d: fit_film(basis, d, free_d=False) for d in (27.0, 33.0)}
assert all(f['chi2'] > 2 * best['chi2'] for f in wrong.values())
short_basis = phi_matrix(knots[knots <= 7.0], energies)
short_fit = fit_film(short_basis, 30.0)
assert short_fit['chi2'] > 3 * best['chi2']


# Pointwise inversion at wrong thickness, followed from the true film.
def follow_inversion(index, d_end):
    energy, eps = energies[index], eps_true[index]
    target = rho_film(energy, eps, D_TRUE)
    for d in np.linspace(D_TRUE, d_end, 61)[1:]:
        for _ in range(8):
            eps = eps - (rho_film(energy, eps, d) - target) \
                / rho_slope(energy, eps, d)
    return eps, abs(rho_film(energy, eps, d_end) - target)


inverted = {(i, d): follow_inversion(i, d)
            for i in (10, 40, 70) for d in (27.0, 33.0)}
worst_inversion = max(v[1] for v in inverted.values())
assert worst_inversion < 1e-10

# Remote absorption and effective electron density.
above = np.linspace(6.0, 21.0, 6001)
fit_above = (phi_matrix(knots, above) @ best['c']).imag
remote_fit = 2/np.pi * trapezoid(fit_above / above, above)
remote_true = 2/np.pi * quad(lambda x: float(true_eps2(x))/x, 6, np.inf)[0]
assert abs(remote_fit / remote_true - 1) < 0.05
inside = np.linspace(0.01, 6.0, 6001)
fit_inside = (phi_matrix(knots, inside) @ best['c']).imag
weight_fit = trapezoid(inside * fit_inside, inside)
weight_true = trapezoid(inside * true_eps2(inside), inside)
assert abs(weight_fit / weight_true - 1) < 0.03
erg = const.e * 1e7                                # erg per eV
charge = const.e * const.c * 10                    # statC
mass, hbar = const.m_e * 1e3, const.hbar * 1e7     # g, erg s
to_density = mass * erg**2 / (2 * np.pi**2 * hbar**2 * charge**2)
omega_sq = 2/np.pi * weight_fit * (const.e / const.hbar)**2
density_si = const.epsilon_0 * const.m_e * omega_sq / const.e**2 * 1e-6
assert abs(to_density * weight_fit / density_si - 1) < 1e-6
eps2_nine = float((phi_matrix(knots, np.array([9.0])) @ best['c']).imag[0])

# ---------- output ----------
print("test spline knots (eV):", test_knots)
for e, a, b in zip(test_energies, closed.real, direct):
    print(f"E={e:.1f} eV: Re phi closed {a:.8f}, quadrature {b:.8f}")
print(f"largest transform difference: {transform_error:.1e}")
print(f"first moment of test spline: {moment:.5f} eV^2")
print(f"relative rounding error at 100 eV: {digit_loss:.1e}")
print(f"minimum of spline with coefficients 1,-0.2,1: {mixed.min():.1e}")
print(f"hbar c: {HBARC:.4f} eV nm")
print(f"angle: {np.rad2deg(ANGLE):.1f} deg; substrate eps: {EPS_SUB}")
print(f"true thickness: {D_TRUE:.1f} nm; gap: {GAP:.1f} eV")
for a, e0, w in TERMS:
    print(f"term strength, centre, width: {a:.1f}, {e0:.1f}, {w:.1f} eV")
print(f"noise per part of rho: {SIGMA:.1e}")
print(f"data numbers: {n_data}; fitted variables: {n_par}")
print(f"knots: {len(knots)}, from {knots[0]:.2f} to {knots[-1]:.2f} eV")
print("knots above 7 eV (eV):", knots[knots > 7.0])
for s, f in zip(starts, fits):
    print(f"start {s:.0f} nm: d={f['d']:.4f} nm, chi2={f['chi2']:.3f}, "
          f"iterations={f['iterations']}")
print(f"best thickness: {best['d']:.3f} nm")
print(f"linearized standard error of d: {d_error:.3f} nm")
print(f"reduced chi2: {reduced:.3f}")
print(f"stationarity violation: {best['violation']:.1e}")
print(f"coefficients at zero: {np.sum(best['c'] == 0)}")
print(f"condition number of scaled free Jacobian: {condition:.2e}")
for i in (10, 30, 50, 70, 90):
    print(f"E={energies[i]:.1f} eV: eps true {eps_true[i]:.3f}, "
          f"fit {eps_fit[i]:.3f}")
print(f"rms and largest |eps error|: {rms_error:.4f}, {max_error:.4f}")
for d, f in wrong.items():
    print(f"fixed d={d:.0f} nm: chi2={f['chi2']:.1f}")
print(f"knots only to 7 eV: chi2={short_fit['chi2']:.1f}, "
      f"d={short_fit['d']:.2f} nm")
for d in (27.0, 33.0):
    print(f"pointwise eps at 1.5 eV, d={d:.0f} nm: {inverted[(10, d)][0]:.4f}")
print(f"largest pointwise inversion residual: {worst_inversion:.1e}")
print(f"static part from above 6 eV: true {remote_true:.4f}, "
      f"fit {remote_fit:.4f}")
print(f"eps2 at 9 eV: true {float(true_eps2(9.0)):.3f}, fit {eps2_nine:.3f}")
print(f"integral E eps2 to 6 eV: true {weight_true:.3f}, "
      f"fit {weight_fit:.3f} eV^2")
print(f"effective density to 6 eV: true {to_density*weight_true:.4e}, "
      f"fit {to_density*weight_fit:.4e} cm^-3")
print("checks complete")
```

Running it gives:

```
test spline knots (eV): [2.  2.3 2.9 3.2 4. ]
E=1.0 eV: Re phi closed 0.12793070, quadrature 0.12793070
E=2.5 eV: Re phi closed 0.46717100, quadrature 0.46717100
E=2.9 eV: Re phi closed -0.04516530, quadrature -0.04516530
E=3.7 eV: Re phi closed -0.21425300, quadrature -0.21425300
E=6.0 eV: Re phi closed -0.03352116, quadrature -0.03352116
largest transform difference: 4.3e-12
first moment of test spline: 1.44000 eV^2
relative rounding error at 100 eV: 6.2e-05
minimum of spline with coefficients 1,-0.2,1: 0.0e+00
hbar c: 197.3270 eV nm
angle: 65.0 deg; substrate eps: 2.25
true thickness: 30.0 nm; gap: 2.0 eV
term strength, centre, width: 40.0, 4.0, 1.5 eV
term strength, centre, width: 40.0, 9.0, 3.0 eV
noise per part of rho: 5.0e-04
data numbers: 202; fitted variables: 26
knots: 29, from 1.50 to 21.00 eV
knots above 7 eV (eV): [ 8.   9.5 11.5 14.  17.  21. ]
start 25 nm: d=29.9839 nm, chi2=137.254, iterations=11
start 35 nm: d=29.9839 nm, chi2=137.254, iterations=11
best thickness: 29.984 nm
linearized standard error of d: 0.031 nm
reduced chi2: 0.780
stationarity violation: 8.0e-07
coefficients at zero: 3
condition number of scaled free Jacobian: 1.74e+04
E=1.5 eV: eps true 5.679+0.000j, fit 5.683+0.000j
E=2.5 eV: eps true 6.971+0.239j, fit 6.975+0.244j
E=3.5 eV: eps true 8.896+3.850j, fit 8.898+3.858j
E=4.5 eV: eps true 2.851+5.626j, fit 2.846+5.629j
E=5.5 eV: eps true 2.914+2.816j, fit 2.911+2.815j
rms and largest |eps error|: 0.0067, 0.0160
fixed d=27 nm: chi2=5877.8
fixed d=33 nm: chi2=16385.1
knots only to 7 eV: chi2=521498.7, d=8.02 nm
pointwise eps at 1.5 eV, d=27 nm: 5.9986+0.1292j
pointwise eps at 1.5 eV, d=33 nm: 5.4121-0.1062j
largest pointwise inversion residual: 3.6e-16
static part from above 6 eV: true 2.3586, fit 2.3581
eps2 at 9 eV: true 8.362, fit 7.373
integral E eps2 to 6 eV: true 56.195, fit 56.235 eV^2
effective density to 6 eV: true 2.5945e+22, fit 2.5964e+22 cm^-3
checks complete
```
